# Gain Statistics and Excess Noise of an Electron-Only Avalanche

**Q:** You say that an avalanche layer in which only electrons ionise is quiet. I see a chain of random events that multiplies its own errors. What do you assume, and what do you count?

**A:** One electron enters at $x=0$ a layer of width $W$ and drifts towards $x=W$. In each path element $dx$ every electron ionises with probability $\alpha\,dx$, whatever its own history and whatever the other electrons do. An ionisation leaves the original electron, a second electron and a hole. Holes drift back to $x=0$ without ionising, and no carrier recombines. I count $n$, the number of electrons that reach $W$, including the first.

**Q:** The circuit sees current, not electrons arriving at $W$. A pair born near the far side has an electron that hardly moves.

**A:** Its hole makes up for that. Between the parallel edges of the depleted layer, a charge $q$ moving a distance $\delta$ drives a charge $q\delta/W$ round the circuit. For a pair born at $x$ the electron moves $W-x$ and the hole moves $x$ the other way. With opposite signs of charge the contributions add:

$$\frac{q(W-x)}{W}+\frac{qx}{W}=q .$$

The first electron crosses the whole layer and also gives $q$. The pulse therefore carries $nq$, and $n$ is the gain of that pulse.

**Q:** Then give me the distribution of $n$, not just its mean.

**A:** Let $G(s,x)=\langle s^{n}\rangle=\sum_n P(n)s^n$ be the generating function after a path $x$, with $0<s<1$. Lengthen the path by $dx$ at its start. With probability $1-\alpha\,dx$ nothing happens there, and one electron faces the old path $x$. With probability $\alpha\,dx$ two electrons face it. Their final numbers are independent and add, so their generating functions multiply:

$$G(s,x+dx)=(1-\alpha\,dx)\,G+\alpha\,dx\,G^2 .$$

Subtracting $G$ and dividing by $dx$ gives

$$\frac{\partial G}{\partial x}=\alpha\,G(G-1),\qquad G(s,0)=s .$$

The initial value says that a path of zero length returns one electron. Since $\frac{1}{G(G-1)}=\frac{1}{G-1}-\frac1G$, integration from $0$ to $W$ yields

$$\ln\frac{1-G}{G}-\ln\frac{1-s}{s}=\alpha W .$$

Write $p=e^{-\alpha W}$. Then

$$\frac1G=1+\frac{1-s}{ps}=\frac{1-(1-p)s}{ps},\qquad G=\frac{ps}{1-(1-p)s}.$$

Expanding the denominator as a geometric series, $G=\sum_{n\ge1}p(1-p)^{n-1}s^n$, and the coefficient of $s^n$ is

$$P(n)=p(1-p)^{n-1},\qquad n=1,2,3,\dots$$

This is a geometric distribution. Its first term is the chance $e^{-\alpha W}$ that the first electron crosses without ionising, as it must be.

**Q:** A geometric distribution is largest at $n=1$. How large are the mean and the noise?

**A:** Differentiate $G$ and set $s=1$:

$$G'(s)=\frac{p}{[1-(1-p)s]^2}\;\Rightarrow\;M\equiv\langle n\rangle=\frac1p=e^{\alpha W},$$

$$G''(s)=\frac{2p(1-p)}{[1-(1-p)s]^3}\;\Rightarrow\;\langle n(n-1)\rangle=\frac{2(1-p)}{p^2}.$$

Adding $\langle n\rangle$ to the second result gives

$$\langle n^2\rangle=\frac{2(1-p)}{p^2}+\frac1p=\frac{2-p}{p^2}=2M^2-M .$$

The excess noise factor is defined as $F=\langle n^2\rangle/\langle n\rangle^2$, hence

$$F=2-\frac1M .$$

Without ionisation $M=1$ and $F=1$. For a thin layer, $\alpha W\ll1$, expansion gives $F\approx1+\alpha W$. For large $M$ the factor tends to 2, because the ratio of the standard deviation $\sqrt{M^2-M}$ to the mean tends to one.

**Q:** That last point troubles me. At high gain there are many electrons, and the errors of many independent electrons should average out.

**A:** They do average out late in the layer. Early in the layer there are few electrons. Suppose $N(x)$ electrons are present at $x$. The expected final number is then $N(x)e^{\alpha(W-x)}$, and one ionisation at $x$ raises it by $e^{\alpha(W-x)}$. In $dx$ such an event has probability $\alpha N(x)\,dx$, so this slice contributes a variance $\alpha N(x)\,dx\,e^{2\alpha(W-x)}$. The change of the expectation in each slice has zero mean given all that went before, so different slices are uncorrelated and their variances add. With $\langle N(x)\rangle=e^{\alpha x}$,

$$\operatorname{Var}n=\int_0^W\!\alpha\,e^{\alpha x}e^{2\alpha(W-x)}dx=M^2\!\int_0^W\!\alpha e^{-\alpha x}dx=M^2-M .$$

This agrees with $\langle n^2\rangle-M^2$. Stopping the integral at depth $x$ gives the share of the variance settled by then, $(1-e^{-\alpha x})/(1-1/M)$. A later event is one among more electrons and has less path left to be amplified.

**Q:** How does $F$ enter a measured noise current? Photons arrive at random too.

**A:** Let the number $K$ of primary electrons in a time $T$ be Poisson distributed with mean $\lambda=IT/q$, where $I$ is the primary current before multiplication. For fixed $K$ the summed gain has mean $KM$ and variance $K(\langle n^2\rangle-M^2)$. The total variance is the mean of the second plus the variance of the first:

$$\lambda(\langle n^2\rangle-M^2)+\lambda M^2=\lambda\langle n^2\rangle .$$

The variance of the charge is therefore $q^2\lambda\langle n^2\rangle=qIT\,M^2F$. Averaging a current over a time $T$, long compared with the pulse, passes a noise bandwidth $1/(2T)$. If $S$ is the one-sided spectral density, the averaged current has variance $S/(2T)$ and the charge has variance $ST/2$. Equating the two,

$$S=2qI\,M^2F .$$

The factor $M^2$ amplifies signal power and primary shot noise alike. The factor $F$ is the price of random gain. Because $T$ is long compared with the pulse, this is the density at frequencies well below the inverse transit time.

**Q:** Put numbers in, for a device in which holes really are idle.

**A:** Indium arsenide comes close. Take a photodiode at 200 K with rough typical parameters: $\alpha=4000\ \mathrm{cm^{-1}}$, $W=6\ \mathrm{\mu m}$, a field of 20 kV/cm, hence 12 V across the layer, and a primary photocurrent of 1000 nA. Then

$$\alpha W=4000\times6\times10^{-4}=2.4,\quad M=e^{2.4}=11.0,\quad F=2-\frac1{11.0}=1.91 .$$

The standard deviation of $n$ is 10.5, almost the mean. With $p=0.091$, one primary electron in eleven is not multiplied at all. Summing the geometric tail gives $P(n>m)=(1-p)^m$, so 12% of the pulses exceed 22 electrons, twice the mean. The share formula assigns 70% of the variance to the first $1/\alpha=2.5\ \mathrm{\mu m}$.

The multiplied photocurrent is about 11,000 nA. Its noise density is

$$\sqrt S=M\sqrt{2qI}\,\sqrt F=6.24\times\sqrt{1.91}=8.6\ \mathrm{pA/\sqrt{Hz}},$$

where 6.24 pA/$\sqrt{\mathrm{Hz}}$ is the value for a noiseless multiplier of the same gain. Both are low-frequency values. With trial drift velocities of $10^7$ cm/s for electrons and $5\times10^6$ cm/s for holes, the 8.6 falls to 8.4 at 1 GHz and to 6.6 at 3 GHz.

**Q:** A constant $\alpha$ needs a constant field. Residual doping spoils that.

**A:** It does. A residual density $N_r=10^{14}\ \mathrm{cm^{-3}}$ and a relative permittivity of 15 change the field across the layer by $qN_rW/\epsilon=7.2$ kV/cm, which is not small beside 20. But let $G$ now belong to an electron starting at $x$ and counted at $W$. The same first-event argument gives $-\partial G/\partial x=\alpha(x)G(G-1)$, and the same integration gives the same $G$ with

$$p=\exp\!\left[-\int_0^W\alpha(x)\,dx\right].$$

The gain may shift, by an amount that depends on how $\alpha$ varies with field. The geometric form and $F=2-1/M$ stay, as long as $\alpha$ is a function of position alone.

**Q:** And if the holes are not quite idle?

**A:** Let holes ionise with coefficient $\beta=k\alpha$, $k<1$. Let $y(x)$ and $z(x)$ be the mean numbers of further pairs that an electron or a hole at $x$ eventually causes. One ionisation adds the new pair and all its descendants, on average $m=1+y+z$. Electrons move to larger $x$ and holes to smaller, so

$$-y'=\alpha m,\qquad z'=\beta m,\qquad y(W)=z(0)=0 .$$

Set $\delta=\alpha-\beta$. The sum gives $m'=-\delta m$, and $m(0)=1+y(0)=M$, so $m=Me^{-\delta x}$. Integrating the first equation with $Q=e^{-\delta W}$ and $\alpha/\delta=1/(1-k)$,

$$M-1=\frac{M(1-Q)}{1-k}\;\Rightarrow\;M=\frac{1-k}{Q-k}.$$

For the variances $Y$ and $Z$ of the same two numbers, let $v=Y+Z$. An event of probability $\alpha\,dx$ that adds a random number with mean $m$ and variance $v$ contributes $\alpha\,dx\,(v+m^2)$. Thus $-Y'=\alpha(v+m^2)$ and $Z'=\beta(v+m^2)$, with $Y(W)=Z(0)=0$, and $v'=-\delta(v+m^2)$. Multiplying by $e^{\delta x}$ and integrating from $v(0)=Y(0)=V$, the variance of $n$,

$$v=e^{-\delta x}\left[V-M^2(1-e^{-\delta x})\right],$$

$$v+m^2=(V-M^2)e^{-\delta x}+2M^2e^{-2\delta x}.$$

Integrating $-Y'$ over the layer,

$$V=\frac{(V-M^2)(1-Q)+M^2(1-Q^2)}{1-k}.$$

The gain equation says $(1-Q)/(1-k)=(M-1)/M$, so

$$V=\frac{M-1}{M}\,(V+M^2Q)\;\Rightarrow\;V=M^2(M-1)Q .$$

Finally $Q=k+(1-k)/M$, and $F=1+V/M^2$ becomes

$$F=kM+(1-k)\left(2-\frac1M\right).$$

At $k=0$ the earlier result returns. For a trial value $k=0.01$, with $\alpha$ and $W$ held fixed, $M$ rises to 11.9 and $F$ to 2.02. The term $kM$ grows without limit, so even a small $k$ matters at high gain.

There is a second difference. For $k>0$ the mean gain diverges when $Q$ falls to $k$, which is avalanche breakdown. For $k=0$ it is finite at every finite $\alpha W$. In this model a self-sustaining avalanche, on which Geiger-mode photon counting relies, needs ionising holes.

**Q:** An electron born at rest cannot ionise at once. It must first gain the threshold energy.

**A:** With the trial values used here this objection moves the number most. Hole ionisation would match it only from $k\approx0.02$ upwards. With a rough threshold of 0.40 eV and no energy loss, the field of 20 kV/cm requires a dead space $d=0.20\ \mathrm{\mu m}$. Phonon losses lengthen it. Let an electron travel $d$ after its own start, and again after each ionisation it causes, before it can ionise with coefficient $a$. Let $g_1,g_2$ be the first two moments of the gain for an electron that is ready to ionise and has a path $\ell$ left, and $f_1,f_2$ those for one that has just started. Then $f_j(\ell)=1$ for $\ell<d$ and $f_j(\ell)=g_j(\ell-d)$ otherwise. An event replaces one ready electron by two fresh, independent ones, and the mean square of their sum is $2f_2+2f_1^2$:

$$g_1'=a(2f_1-g_1),\qquad g_2'=a(2f_2+2f_1^2-g_2),\qquad g_j(0)=1 .$$

I integrated these by the trapezoidal rule with 1200 steps and adjusted $a$ so that $f_1(W)$ kept the value 11.0. For $d=0.20\ \mathrm{\mu m}$ this needs $a=4900\ \mathrm{cm^{-1}}$ and gives $F=1.65$ instead of 1.91. For a trial dead space three times as long, $a=8000\ \mathrm{cm^{-1}}$ and $F=1.30$. The path to an ionisation has mean $d+1/a$ and standard deviation $1/a$, so its relative spread $1/(1+ad)$ is below one: the events are more regular than in the memoryless model. The spread alone does not fix $F$, and the shape of the path distribution matters too. A gamma-distributed path with no sharp threshold, the same relative spread and the same gain gives 1.75 instead of 1.65 and 1.42 instead of 1.30.

**Q:** Not all the light is absorbed before the layer, either.

**A:** A pair born at depth $x$ has mean gain $g=e^{\alpha(W-x)}$ and mean square $2g^2-g$. Take a p layer of $2\ \mathrm{\mu m}$ in front, an absorption coefficient of $10^4\ \mathrm{cm^{-1}}$ (rough, near 1550 nm), and let every electron from the p layer reach $x=0$. Of the light absorbed in the two layers, 86.5% then enters as edge injection. Averaging both moments over the birth depth by numerical quadrature gives a mean gain of 10.6 and $F=1.94$. The spread of starting points adds a little noise. Full collection needs an outer face that reflects electrons and a diffusion length well above $2\ \mathrm{\mu m}$. With the mobility used below, a lifetime of 6 ns in the p layer collects 97% at 200 K and a lifetime of 0.5 ns only 73%. If a contact there absorbs them, as in the leakage estimate below, an electron born at depth $y$ below the contact reaches the layer with probability $y/(2\ \mathrm{\mu m})$. Only 34% are then collected, the edge share falls to 69%, the mean gain to 10.0, and $F$ rises to 1.98.

**Q:** Such a narrow gap must leak. Why 200 K?

**A:** For thermal leakage, take parabolic bands with masses of 0.023 and 0.41 free-electron masses. As model inputs take gaps of 0.39 eV at 200 K and 0.355 eV at 295 K. Common empirical fits put the 200 K gap nearer 0.376 to 0.379 eV, which would raise $n_i$ there by a third to a half and $n_i^2$ by a factor of about two. The usual non-degenerate formula then gives intrinsic densities $n_i$ of $5.0\times10^{12}$ and $6.9\times10^{14}\ \mathrm{cm^{-3}}$. Two primary currents follow for a diode of area $A$ and diameter $100\ \mathrm{\mu m}$:

$$I_{\rm diff}=\frac{qAD\,n_i^2}{N_A L},\qquad I_{\rm gen}=\frac{qA\,n_iW}{\tau}.$$

The first is diffusion across the p layer of thickness $L=2\ \mathrm{\mu m}$, with acceptor density $N_A=10^{18}\ \mathrm{cm^{-3}}$, mobility $\mu=5000\ \mathrm{cm^2/Vs}$ and $D=\mu k_BT/q$. It takes the equilibrium density at the outer contact and zero at the layer edge. The second is generation in the depleted layer with a lifetime $\tau=1\ \mathrm{\mu s}$. At 200 K they are 0.14 and 38 nA, small beside 1000 nA. At 295 K, with $\mu$ and $\tau$ held fixed, they are about 3800 and 5200 nA. The two do not weigh equally. Pairs generated throughout the layer have a smaller gain, and averaging $2g^2-g$ over the layer, with $\alpha$ also kept at $4000\ \mathrm{cm^{-1}}$, gives 0.20 of the edge value (a larger $\alpha$ gives less, 0.14 at $5800\ \mathrm{cm^{-1}}$), so 5200 nA counts like about 1000 nA injected at the edge. Together the two give about five times the noise power of the photocurrent. With an outer face that reflects electrons, the diffusion term is set by the electron lifetime in the p layer. For $1\ \mathrm{\mu s}$ it would be about 1 nA, but a layer with $10^{18}$ holes per $\mathrm{cm^3}$ is unlikely to reach that. A parabolic-band estimate of radiative recombination alone, without reabsorption of the emitted light, gives about 12 ns and 100 nA at 295 K when a light-hole band of mass 0.026 is included, and 16 ns with the heavy holes alone. On the same footing radiative generation in the depleted layer adds 200 to 300 nA of primary current, small beside the 5200 nA above. Auger recombination can shorten the lifetime further, and 0.5 ns would give about 2000 nA. Surface leakage is not included. These are estimates of size, since $\tau$ in particular varies between samples.

Direct band-to-band tunnelling is negligible at this field. In a two-band model the decay constant at energy $\varepsilon$ from midgap is $\kappa=\sqrt{2m(E_g^2/4-\varepsilon^2)/E_g}/\hbar$, where $m$ is the electron mass in the crystal and $E_g$ the gap. With $dx=d\varepsilon/(q\mathcal E)$ in a field $\mathcal E$, and $\int\!\sqrt{E_g^2/4-\varepsilon^2}\,d\varepsilon=\pi E_g^2/8$ across the gap,

$$2\int\kappa\,dx=\frac{\pi\sqrt{2m}\,E_g^{3/2}}{4\hbar q\mathcal E}=74 ,$$

so each attempt succeeds with a probability of order $e^{-74}$. The exponent falls as $1/\mathcal E$. It is 63 at the 23.6 kV/cm that the residual doping gives at the high-field edge if 20 kV/cm is the mean, and 25 at 60 kV/cm. Tunnelling through traps is not covered.

**Q:** Should I then expect 1.91 from a real InAs diode?

**A:** No. The parameters are typical in size, but measured noise factors of such diodes lie below 2 at roughly one and a half, lower than the memoryless value. The usual explanation is the dead space. Of the effects estimated above it is the only one that lowers $F$ at a given gain, and in the hard-threshold model with pure edge injection $d\approx0.35\ \mathrm{\mu m}$ gives 1.5 at this gain. With part of the light absorbed inside the layer, as above, the same $d$ and $a$ give 1.53 to 1.56, at mean gains of 10.6 and 10.0, if those electrons also start with a full dead space. That shows it is large enough, not that a sharp threshold describes the real ionisation paths. How long the effective dead space is in a given diode, this calculation cannot say. In silicon the other assumption fails as well: its holes do ionise, and the term $kM$ has to be kept.
